# Hermiticity and envelope matching at an abrupt mass step: a program that tests the result

```python
"""
Result under test: for H = -C d/dx (1/mu) d/dx + V with an abrupt mass step,
Hermiticity means that (psi, v), v = psi'/mu, is carried across the junction by
a phase times a real matrix of determinant 1. With a continuous envelope this
leaves v_R - v_L = lam*psi, lam real; without an interface term v is continuous.
Symbols: C = hbar^2/(2 m0) in eV nm^2, mu = mass/m0, lam = Lam/C in 1/nm,
Lam = strength of an interface delta potential in eV nm, energies in eV,
lengths in nm. "Naive" matching means continuous psi and psi'.
Orderings: kinetic operator mu^a p mu^b p mu^a with 2a + b = -1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, expm
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
MU_W, MU_B, V0, L = 0.07, 0.10, 0.25, 12.0
GAP_W, GAP_B = 1.4, 1.8
LAM = 0.03
lam = LAM / C
E_IN = 0.30
rng = np.random.default_rng(4)
J = np.array([[0, 1], [-1, 0]], complex)


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


# ---- Hermiticity defect from its definition, for arbitrary matching matrix ----
def apply_h(coef, x, mu, v):
    """Function (c0 + c1 x + c2 x^2) exp(-x^2) and H acting on it."""
    p = coef[0] + coef[1] * x + coef[2] * x**2
    dp = coef[1] + 2 * coef[2] * x
    env = np.exp(-x**2)
    second = (2 * coef[2] - 4 * x * dp + (4 * x**2 - 2) * p) * env
    return p * env, -C * second / mu + v * p * env


def defect(matrix):
    """Return <f|Hg> - <Hf|g> by quadrature, and C times the jump of W."""
    left = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    right = rng.normal(size=(2, 3)) + 1j * rng.normal(size=(2, 3))
    vec_l = np.array([left[:, 0], left[:, 1] / MU_W])
    vec_r = matrix @ vec_l
    right[:, 0], right[:, 1] = vec_r[0], vec_r[1] * MU_B
    total = 0
    for coef, a, b, mu, v in ((left, -7, 0, MU_W, 0), (right, 0, 7, MU_B, V0)):
        x, w = gauss(a, b, 120)
        f, hf = apply_h(coef[0], x, mu, v)
        g, hg = apply_h(coef[1], x, mu, v)
        total += np.sum(w * (f.conj() * hg - hf.conj() * g))
    w_r = vec_r[:, 0].conj() @ J @ vec_r[:, 1]
    w_l = vec_l[:, 0].conj() @ J @ vec_l[:, 1]
    return total, C * (w_r - w_l)


def ordering_matrix(a):
    return np.diag([(MU_W / MU_B)**a, (MU_B / MU_W)**a])


raw = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
general = expm(-J @ (raw + raw.conj().T) / 2)
real_part = general / np.sqrt(np.linalg.det(general))
assert np.allclose(general.conj().T @ J @ general, J, atol=1e-9)
assert np.max(np.abs(real_part.imag)) < 1e-9
assert abs(np.linalg.det(real_part) - 1) < 1e-9

STANDARD = np.eye(2)
DELTA = np.array([[1, 0], [lam, 1]])
NAIVE = np.diag([1, MU_W / MU_B])
for m in (STANDARD, DELTA, ordering_matrix(-0.5), ordering_matrix(-0.25), general):
    by_quad, by_edge = defect(m)
    assert abs(by_quad) < 1e-8 and abs(by_edge) < 1e-8
for m in (NAIVE, np.array([[1, 0], [1j * lam, 1]])):
    by_quad, by_edge = defect(m)
    assert abs(by_quad) > 1e-4 and abs(by_quad - by_edge) < 1e-8

# ---- least kinetic energy of a unit jump spread over a layer -----------------
for width in (1.0, 0.1, 0.01):
    n = 60
    mu_layer = MU_W + (MU_B - MU_W) * (np.arange(n) + 0.5) / n
    spring = C / (mu_layer * width / n)
    stiff = (np.diag(spring[:-1] + spring[1:]) - np.diag(spring[1:-1], 1)
             - np.diag(spring[1:-1], -1))
    load = np.zeros(n - 1)
    load[-1] = spring[-1]
    ramp = np.concatenate(([0], np.linalg.solve(stiff, load), [1]))
    least = np.sum(spring * np.diff(ramp)**2)
    assert abs(least * width * (MU_W + MU_B) / 2 / C - 1) < 1e-8


# ---- well levels from the matching condition ---------------------------------
def level(n, s=-1.0, lam_=0.0, v=V0, mw=MU_W, mb=MU_B):
    """n-th level when mu^s psi'/psi jumps by lam_ at each interface."""
    low = C * ((n - 1) * np.pi / L)**2 / mw
    high = min(v, C * (n * np.pi / L)**2 / mw)

    def mismatch(e):
        k = np.sqrt(e * mw / C)
        kappa = np.sqrt(max(v - e, 0) * mb / C)
        th = k * L / 2 - (n - 1) * np.pi / 2
        return mw**s * k * np.sin(th) - (mb**s * kappa + lam_) * np.cos(th)
    return brentq(mismatch, low, high)


# ---- the same levels by finite differences of the whole operator -------------
h = 0.02
N = int(round((L + 48) / h))
x = (np.arange(N) + 0.5 - N / 2) * h


def grid(a=0.0, grade=0.0, field=0.0, kpar2=0.0, delta=0.0):
    if grade > 0:
        frac = np.clip((np.abs(x) - L / 2) / grade + 0.5, 0, 1)
    else:
        frac = (np.abs(x) > L / 2).astype(float)
    mu = MU_W + (MU_B - MU_W) * frac
    b = -1 - 2 * a
    ext = np.pad(mu, 1, mode="edge")
    g = 2 / (ext[:-1]**(-b) + ext[1:]**(-b))
    diag = C * mu**(2 * a) * (g[:-1] + g[1:]) / h**2
    diag = diag + V0 * frac + field * x + C * kpar2 / mu
    diag[np.abs(np.abs(x) - L / 2) < 0.6 * h] += delta / (2 * h)
    off = -C * (mu[:-1] * mu[1:])**a * g[1:-1] / h**2
    return eigh_tridiagonal(diag, off, select="i", select_range=(0, 2))


def edge_ratios(psi):
    """Outer/inner ratios of envelope and slope at the right interface."""
    i = np.searchsorted(x, L / 2) - 1
    value = (1.5 * psi[i + 1] - 0.5 * psi[i + 2]) / (1.5 * psi[i] - 0.5 * psi[i - 1])
    d = np.diff(psi)
    slope = (2 * d[i + 1] - d[i + 2]) / (2 * d[i - 1] - d[i - 2])
    return value, slope


std = np.array([level(n) for n in (1, 2, 3)])
naive = np.array([level(n, s=0.0) for n in (1, 2, 3)])
with_delta = np.array([level(n, lam_=lam) for n in (1, 2, 3)])
e_std, psi_std = grid()
e_half, psi_half = grid(a=-0.5)
e_quarter, _ = grid(a=-0.25)
e_delta, _ = grid(delta=LAM)
TOL = 2e-5  # eV, finite-difference error at this grid step
assert np.max(np.abs(e_std - std)) < TOL
assert np.max(np.abs(e_half - naive)) < TOL
assert np.max(np.abs(e_quarter - [level(n, s=-0.5) for n in (1, 2, 3)])) < TOL
assert np.max(np.abs(e_delta - with_delta)) < TOL
value_std, slope_std = edge_ratios(psi_std[:, 0])
value_half, slope_half = edge_ratios(psi_half[:, 0])
assert abs(value_std - 1) < 1e-3 and abs(slope_std - MU_B / MU_W) < 2e-3
assert abs(value_half - np.sqrt(MU_B / MU_W)) < 2e-3
assert abs(slope_half - np.sqrt(MU_B / MU_W)) < 2e-3

# ---- Ritz calculation in smooth functions: no kink is put in by hand ---------
BOX = 20.0


def ritz(nbasis):
    q = (np.arange(nbasis) + 0.5) * np.pi / BOX
    ham = np.zeros((nbasis, nbasis))
    for a, b, mu, v in ((0, L / 2, MU_W, 0), (L / 2, BOX, MU_B, V0)):
        pts, w = gauss(a, b, 500)
        f = np.sqrt(2 / BOX) * np.cos(np.outer(q, pts))
        df = -np.sqrt(2 / BOX) * q[:, None] * np.sin(np.outer(q, pts))
        ham += C / mu * (df * w) @ df.T + v * (f * w) @ f.T
    return eigh(ham, eigvals_only=True)[0]


ritz_small, ritz_big = ritz(30), ritz(120)
assert -1e-8 < ritz_big - std[0] < 1e-4
assert ritz_big < ritz_small and naive[0] - std[0] > 1e-3

# ---- orthogonality of levels 1 and 3 -----------------------------------------
xi, wi = gauss(0, L / 2, 200)
xo, wo = gauss(L / 2, L / 2 + 60, 300)


def even_state(e):
    k, kap = np.sqrt(e * MU_W / C), np.sqrt((V0 - e) * MU_B / C)
    inner = np.cos(k * xi)
    outer = np.cos(k * L / 2) * np.exp(-kap * (xo - L / 2))
    amp = 1 / np.sqrt(2 * (wi @ inner**2 + wo @ outer**2))
    return (amp * inner, amp * outer, amp * np.cos(k * L / 2),
            -amp * k * np.sin(k * L / 2))


def overlap(e1, e3, weight_in=1.0, weight_out=1.0):
    s1, s3 = even_state(e1), even_state(e3)
    return 2 * (weight_in * (wi @ (s1[0] * s3[0]))
                + weight_out * (wo @ (s1[1] * s3[1])))


s_std, s_naive = overlap(std[0], std[2]), overlap(naive[0], naive[2])
st1, st3 = even_state(naive[0]), even_state(naive[2])
edge_term = 2 * C * (1 / MU_B - 1 / MU_W) * (st1[2] * st3[3] - st1[3] * st3[2])
assert abs(s_std) < 1e-7 and abs(s_naive) > 1e-3
assert abs(s_naive * (naive[2] - naive[0]) - edge_term) < 1e-8
assert abs(overlap(naive[0], naive[2], MU_W, MU_B)) < 1e-8


# ---- scattering at one junction, well material on the left -------------------
def scatter(matrix, mw=MU_W, mb=MU_B):
    q1, q2 = np.sqrt(E_IN / (C * mw)), np.sqrt((E_IN - V0) / (C * mb))
    a, b = matrix @ np.array([1, 1j * q1]), matrix @ np.array([1, -1j * q1])
    r, t = np.linalg.solve(np.column_stack((b, [-1, -1j * q2])), -a)
    return abs(r)**2, q2 / q1 * abs(t)**2


def lattice(a, delta):
    """Nearest-neighbour chain of spacing a with one interface site."""
    t1, t2 = C / (MU_W * a**2), C / (MU_B * a**2)
    ph1 = 2 * np.arcsin(np.sqrt(E_IN / (4 * t1)))
    ph2 = 2 * np.arcsin(np.sqrt((E_IN - V0) / (4 * t2)))
    before = 1 + (t2 * (1 - np.exp(1j * ph2)) + V0 / 2 + delta / a - E_IN) / t1
    waves = np.array([[1, 1], [np.exp(-1j * ph1), np.exp(1j * ph1)]])
    inc, ref = np.linalg.solve(waves, np.array([1, before]))
    return abs(ref / inc)**2, t2 * np.sin(ph2) / (t1 * np.sin(ph1)) / abs(inc)**2


k1, k2 = np.sqrt(E_IN * MU_W / C), np.sqrt((E_IN - V0) * MU_B / C)
q1, q2 = k1 / MU_W, k2 / MU_B
r_std, t_std = scatter(STANDARD)
r_del, t_del = scatter(DELTA)
r_nai, t_nai = scatter(NAIVE)
for strength, lam_here in ((0.0, 0.0), (LAM, lam)):
    r_lat, t_lat = lattice(0.01, strength)
    formula = 4 * q1 * q2 / ((q1 + q2)**2 + lam_here**2)
    assert abs(t_lat - formula) < 1e-4 and abs(r_lat - (1 - formula)) < 1e-4
assert abs(r_std + t_std - 1) < 1e-12 and abs(r_del + t_del - 1) < 1e-12
sum_formula = 1 + (MU_W / MU_B - 1) * 4 * k1 * k2 / (k1 + k2)**2
assert abs(r_nai + t_nai - sum_formula) < 1e-12

# ---- sizes of neglected effects ----------------------------------------------
nonpar = []
for n in (1, 2, 3):
    e = std[n - 1]
    for _ in range(100):
        e_old = e
        e = level(n, mw=MU_W * (1 + e / GAP_W), mb=MU_B * (1 - (V0 - e) / GAP_B))
    assert abs(e - e_old) < 1e-9
    nonpar.append(e)
t_nonpar = scatter(STANDARD, MU_W * (1 + E_IN / GAP_W),
                   MU_B * (1 + (E_IN - V0) / GAP_B))[1]
GRADE = 0.6
graded = grid(grade=GRADE)[0][0] - e_std[0]
kT = sc.k * 300 / sc.e
in_plane = level(1, v=V0 + kT * (MU_W / MU_B - 1)) - std[0]
full = grid(kpar2=kT * MU_W / C)[0][0] - kT - e_std[0]
assert abs(full - in_plane) < TOL
FIELD = 0.002  # V/nm
stark = grid(field=FIELD)[0][0] - e_std[0]
drop = V0 - FIELD * L / 2 - std[0]
wkb = 2 * quad(lambda y: np.sqrt(max(MU_B * (drop - FIELD * y) / C, 0)),
               0, drop / FIELD)[0]
xs = x[::5]
rho = psi_std[::5, 0]**2
rho = rho / rho.sum()
SHEET, EPS = 1e15, 13.0
pot = -sc.e * SHEET / (2 * EPS * sc.epsilon_0) * 1e-9 * (
    np.abs(xs[:, None] - xs[None, :]) @ rho)
hartree = rho @ (pot - pot[np.argmin(np.abs(xs))])
lighter = level(1, mw=0.95 * MU_W) - std[0]

print(f"C = hbar^2/(2 m0): {C:.6f} eV nm^2")
print(f"well mass, barrier mass: {MU_W:.2f}, {MU_B:.2f} m0")
print(f"band offset: {V0:.2f} eV; well width: {L:.1f} nm")
print(f"interface strength Lam: {LAM:.3f} eV nm; lam: {lam:.4f} 1/nm")
for i in range(3):
    print(f"level {i+1}, standard matching: {1e3*std[i]:.3f} meV")
    print(f"level {i+1}, naive matching: {1e3*naive[i]:.3f} meV")
    print(f"level {i+1}, ordering a=-1/2, grid: {1e3*e_half[i]:.3f} meV")
    print(f"level {i+1}, shift by Lam: {1e3*(with_delta[i]-std[i]):.3f} meV")
print(f"level 1, standard, grid: {1e3*e_std[0]:.3f} meV")
print(f"level 1, Ritz 30 smooth functions: {1e3*ritz_small:.3f} meV")
print(f"level 1, Ritz 120 smooth functions: {1e3*ritz_big:.3f} meV")
print(f"level 1, naive minus standard: {1e3*(naive[0]-std[0]):.3f} meV")
kw, kb = np.sqrt(std[0] * MU_W / C), np.sqrt((V0 - std[0]) * MU_B / C)
print(f"level 1 standard, k and kappa: {kw:.4f}, {kb:.4f} 1/nm")
print(f"grid slope ratio outer/inner, standard: {slope_std:.4f}")
print(f"grid envelope ratio outer/inner, standard: {value_std:.4f}")
print(f"grid envelope ratio outer/inner, a=-1/2: {value_half:.4f}")
print(f"overlap of levels 1,3, standard: {abs(s_std):.1e}")
print(f"overlap of levels 1,3, naive: {abs(s_naive):.4f}")
period = sc.h / sc.e / (naive[2] - naive[0]) * 1e15
print(f"beat period of levels 1,3, naive: {period:.2f} fs")
print(f"incident energy: {E_IN:.2f} eV; k_L, k_R: {k1:.4f}, {k2:.4f} 1/nm")
print(f"q_L, q_R (k/mu): {q1:.3f}, {q2:.3f} 1/nm")
print(f"standard R, T, R+T: {r_std:.4f}, {t_std:.4f}, {r_std+t_std:.4f}")
print(f"with Lam R, T, R+T: {r_del:.4f}, {t_del:.4f}, {r_del+t_del:.4f}")
print(f"naive R, T, R+T: {r_nai:.4f}, {t_nai:.4f}, {r_nai+t_nai:.4f}")
print(f"chain T at spacing 0.01 nm: {lattice(0.01, 0)[1]:.4f}")
print(f"chain T at spacing 0.3 nm: {lattice(0.3, 0)[1]:.4f}")
print(f"gaps for nonparabolicity: {GAP_W:.1f}, {GAP_B:.1f} eV")
for i in range(3):
    print(f"nonparabolic shift, level {i+1}: {1e3*(nonpar[i]-std[i]):.3f} meV")
print(f"T with nonparabolic masses: {t_nonpar:.4f}")
print(f"grading over {GRADE:.1f} nm, level 1 shift: {1e3*graded:.3f} meV")
print(f"kT at 300 K: {1e3*kT:.2f} meV")
print(f"in-plane energy kT, level 1 shift: {1e3*in_plane:.3f} meV")
print(f"field {FIELD*10:.2f} MV/cm, level 1 shift: {1e3*stark:.3f} meV")
print(f"tunnelling-out exponent in that field: {wkb:.1f}")
print(f"sheet density {SHEET*1e-4:.1e} cm^-2, permittivity {EPS:.0f}")
print(f"electrostatic shift of level 1 from centre: {1e3*hartree:.3f} meV")
print(f"well mass 5 % lighter, level 1 shift: {1e3*lighter:.3f} meV")
print(f"Boltzmann factor level 2/level 1, 300 K: {np.exp(-(std[1]-std[0])/kT):.4f}")
print("done: every assertion held")
```

Printed output:

```
C = hbar^2/(2 m0): 0.038100 eV nm^2
well mass, barrier mass: 0.07, 0.10 m0
band offset: 0.25 eV; well width: 12.0 nm
interface strength Lam: 0.030 eV nm; lam: 0.7874 1/nm
level 1, standard matching: 22.254 meV
level 1, naive matching: 25.412 meV
level 1, ordering a=-1/2, grid: 25.412 meV
level 1, shift by Lam: 0.892 meV
level 2, standard matching: 88.380 meV
level 2, naive matching: 98.242 meV
level 2, ordering a=-1/2, grid: 98.241 meV
level 2, shift by Lam: 3.184 meV
level 3, standard matching: 192.665 meV
level 3, naive matching: 202.949 meV
level 3, ordering a=-1/2, grid: 202.946 meV
level 3, shift by Lam: 5.512 meV
level 1, standard, grid: 22.254 meV
level 1, Ritz 30 smooth functions: 22.306 meV
level 1, Ritz 120 smooth functions: 22.267 meV
level 1, naive minus standard: 3.158 meV
level 1 standard, k and kappa: 0.2022, 0.7731 1/nm
grid slope ratio outer/inner, standard: 1.4282
grid envelope ratio outer/inner, standard: 0.9999
grid envelope ratio outer/inner, a=-1/2: 1.1951
overlap of levels 1,3, standard: 2.6e-14
overlap of levels 1,3, naive: 0.0224
beat period of levels 1,3, naive: 23.29 fs
incident energy: 0.30 eV; k_L, k_R: 0.7424, 0.3623 1/nm
q_L, q_R (k/mu): 10.606, 3.623 1/nm
standard R, T, R+T: 0.2409, 0.7591, 1.0000
with Lam R, T, R+T: 0.2432, 0.7568, 1.0000
naive R, T, R+T: 0.1184, 0.6171, 0.7355
chain T at spacing 0.01 nm: 0.7591
chain T at spacing 0.3 nm: 0.7609
gaps for nonparabolicity: 1.4, 1.8 eV
nonparabolic shift, level 1: 0.409 meV
nonparabolic shift, level 2: -1.909 meV
nonparabolic shift, level 3: -13.267 meV
T with nonparabolic masses: 0.7898
grading over 0.6 nm, level 1 shift: 0.125 meV
kT at 300 K: 25.85 meV
in-plane energy kT, level 1 shift: -0.161 meV
field 0.02 MV/cm, level 1 shift: -0.480 meV
tunnelling-out exponent in that field: 108.2
sheet density 1.0e+11 cm^-2, permittivity 13
electrostatic shift of level 1 from centre: -0.632 meV
well mass 5 % lighter, level 1 shift: 0.643 meV
Boltzmann factor level 2/level 1, 300 K: 0.0775
done: every assertion held
```
